# Losing the antibonding root of two merging 1s functions

## Problem

One electron moves in the field of two fixed point protons a distance $R$ apart. Each proton carries one real, normalized function,

$$a=\frac{e^{-r_a}}{\sqrt\pi},\qquad b=\frac{e^{-r_b}}{\sqrt\pi},\qquad H=-\tfrac12\nabla^2-\frac1{r_a}-\frac1{r_b}.$$

Hartree atomic units are used: lengths in bohr, energies in hartree. The repulsion between the protons is left out. With $S=\langle a|b\rangle$, the antibonding root of the generalized eigenproblem is

$$E=\frac{H_{aa}-H_{ab}}{1-S}.$$

1. Derive this root and closed formulas for $H_{aa}$, $H_{ab}$ and $S$.
2. Find the limit of $E$ as $R\to0$ and explain it physically.
3. In double precision, at what separation are all digits of $E$ lost? Treat two evaluations. In A, the closed formulas are evaluated directly. In B, each matrix element is known accurately and rounded once to double before the quotient is formed.

"All digits lost" means a relative error, referred to the true $E$, of at least 100%. The separation sought is the largest $R$ at which this happens in the short-distance region, where $E$ stays near its limit. At larger $R$ the root passes through zero, and a relative error is not a useful measure there.

## Hints

1. Each function is an eigenfunction of the hydrogen atom at its own proton. This removes the kinetic energy from the integrals.
2. Expand the numerator and the denominator separately. Which power of $R$ survives in each?
3. What shape does $a-b$ take when the centres almost coincide?
4. For B, ask whether the subtractions cause the error or reveal an earlier one.
5. For A, look for large terms inside $H_{aa}$ that nearly cancel.

## Solution

### The root and its matrix elements

The first row of the eigenproblem is $(H_{aa}-E)c_a+(H_{ab}-ES)c_b=0$. By symmetry, one eigenvector is $(1,-1)$, which gives $H_{aa}-H_{ab}=E(1-S)$. The second row gives the same equation with the opposite sign. The function $a-b$ vanishes on the midplane, so this is the antibonding root.

Since $(-\frac12\nabla^2-1/r_a)a=-\frac12a$, and likewise for $b$,

$$H_{aa}=-\tfrac12-J,\qquad H_{ab}=-\tfrac12S-K,$$

where $J=\langle a|1/r_b|a\rangle$ and $K=\langle a|1/r_a|b\rangle$.

For $S$ and $K$, use $r_a=R(\xi+\eta)/2$ and $r_b=R(\xi-\eta)/2$, with volume element $(R^3/8)(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi$. Then $ab=e^{-R\xi}/\pi$. The angle contributes $2\pi$, and $\eta$ runs from $-1$ to $1$:

$$S=\frac{R^3}{4}\int_1^\infty e^{-R\xi}\left(2\xi^2-\tfrac23\right)d\xi.$$

With $\int_1^\infty e^{-R\xi}d\xi=e^{-R}/R$ and $\int_1^\infty\xi^2e^{-R\xi}d\xi=e^{-R}(1/R+2/R^2+2/R^3)$,

$$S=e^{-R}\left(1+R+\tfrac13R^2\right).$$

In $K$, the factor $1/r_a=2/[R(\xi+\eta)]$ turns $\xi^2-\eta^2$ into $\xi-\eta$, whose odd part integrates to zero:

$$K=R^2\int_1^\infty\xi e^{-R\xi}d\xi=e^{-R}(1+R).$$

$J$ is the potential of a spherical charge of density $a^2$ at distance $R$. Charge inside $R$ acts as if it were at the centre; a shell outside acts with its own radius:

$$J=\frac1R\int_0^R4r^2e^{-2r}dr+\int_R^\infty4re^{-2r}dr.$$

The integrals are $1-e^{-2R}(1+2R+2R^2)$ and $e^{-2R}(1+2R)$. Therefore $J=1/R-e^{-2R}(1+1/R)$, and

$$H_{aa}=-\tfrac12-\frac1R+e^{-2R}\left(1+\frac1R\right),\qquad H_{ab}=-\tfrac12S-e^{-R}(1+R).$$

At $R=1$ bohr these give $H_{aa}=-1.22933$, $H_{ab}=-1.16495$ and $S=0.85839$. The numerator is $-0.06438$, the denominator $0.14161$, and $E=-0.4546$ hartree.

### The short-distance limit

For $n\ge0$, the coefficient of $R^n$ in $e^{-2R}(1+1/R)$ is

$$\frac{(-2)^n}{n!}+\frac{(-2)^{n+1}}{(n+1)!}=\frac{(-2)^n}{n!}\,\frac{n-1}{n+1}.$$

For $n=0,\dots,4$ this is $-1,0,\frac23,-\frac23,\frac25$. The remaining term $1/R$ cancels the $-1/R$ in $H_{aa}$, so

$$H_{aa}=-\tfrac32+\tfrac23R^2-\tfrac23R^3+\tfrac25R^4+\dots$$

Similarly, $e^{-R}(1+R)=1-\frac12R^2+\frac13R^3-\frac18R^4+\dots$. Adding $\frac13R^2e^{-R}=\frac13R^2-\frac13R^3+\frac16R^4-\dots$ gives

$$S=1-\tfrac16R^2+\tfrac1{24}R^4+\dots,$$

$$H_{ab}=-\tfrac32+\tfrac7{12}R^2-\tfrac13R^3+\tfrac5{48}R^4+\dots$$

The numerator is $\frac1{12}R^2-\frac13R^3+\frac{71}{240}R^4+\dots$. Dividing numerator and denominator by $\frac16R^2$,

$$E=\frac{\frac12-2R+\frac{71}{40}R^2+\dots}{1-\frac14R^2+\dots}=\tfrac12-2R+\tfrac{19}{10}R^2+O(R^3).$$

The last coefficient is $\frac{71}{40}+\frac12\cdot\frac14=\frac{19}{10}$. The limit is $\frac12$ hartree, or 13.606 eV.

To see its meaning, displace $b$ from $a$ by $R$ along $z$. To first order, $a-b=R\,\partial a/\partial z$, which is proportional to $f=(z/r)e^{-r}$. Normalization removes the factor $R$, so the pair still supplies a definite p-type function when the centres merge. The protons then act as one charge 2. For a radial factor $g=e^{-r}$ with p-type angular dependence, the kinetic energy is

$$T=\frac{\frac12\int_0^\infty(r^2g'^2+2g^2)\,dr}{\int_0^\infty r^2g^2\,dr}=\frac{\frac12\left(\frac14+1\right)}{\frac14}=\frac52.$$

The attraction is $-2\int_0^\infty rg^2dr\big/\int_0^\infty r^2g^2dr=-2$. Their sum is $\frac12$, as the series requires. This value belongs to the basis, not to the exact state. The exact lowest p level for charge 2 is $-2^2/(2\cdot2^2)=-\frac12$ hartree. The function $f$ does not vanish at the nucleus, pays a large centrifugal energy, and lies a full hartree above that level. The root of the two-function problem is nevertheless finite; what fails is its computation as a quotient of two vanishing differences.

### Evaluation B: elements rounded once

Let $u=2^{-53}=1.11\times10^{-16}$. Doubles between 1 and 2 are spaced by $2u$, those between $\frac12$ and 1 by $u$. Rounding to the nearest double therefore changes $H_{aa}$ and $H_{ab}$, both near $-\frac32$, by at most $u$ each, and $S$ by at most $u/2$.

The subtractions add no error. The stored $H_{aa}$ and $H_{ab}$ are multiples of $2u$, and their small difference is again a representable multiple of $2u$. The same argument applies to $1-S$ with spacing $u$. The subtractions reveal information already lost in storage.

Write $N=H_{aa}-H_{ab}$ and $D=1-S$, with stored values $N+\nu$ and $D+\delta$. Then $|\nu|\le2u$ and $|\delta|\le u/2$. Since $N=ED$,

$$\frac{N+\nu}{D+\delta}-E=\frac{\nu-E\delta}{D+\delta},\qquad |\Delta E|\le\frac{2u+Eu/2}{D-u/2}\quad(D>u/2).$$

The rounding of the final division, of relative size $u$, is neglected. With $E\simeq\frac12$ and $D\simeq R^2/6$, the relative error is at most $4.5u/(D-u/2)$. For $D\gg u$ this becomes $27u/R^2$. The full bound $4.5u/(D-u/2)$ reaches 1 at $D=5u$, that is, at

$$R=\sqrt{30u}=5.77\times10^{-8}\ \text{bohr}.$$

This is an upper limit for the loss point. The point itself follows by counting. Let $x=R^2/u$. In units of $u$, the leading offsets are

$$\frac{H_{aa}+\frac32}{u}=\frac{2x}3,\qquad\frac{H_{ab}+\frac32}{u}=\frac{7x}{12},\qquad\frac{1-S}{u}=\frac x6.$$

Storage rounds the first two to even integers and the third to an integer. Going down from $x=30$, the quotients are:

- $204/7<x<30$: $(20-18)/5=0.4$
- $28.5<x<204/7$: $(20-16)/5=0.8$
- $27<x<28.5$: $(18-16)/5=0.4$
- $180/7<x<27$: $(18-16)/4=0.5$
- just below $180/7$: $(18-14)/4=1$

The last value is twice the true root, an error of 100%. To leading order, the loss point is thus

$$R_B=\sqrt{180u/7}=5.34\times10^{-8}\ \text{bohr}=2.8\times10^{-18}\ \text{m}.$$

The numerical scan finds the same value to these digits.

Loss does not mean that every smaller $R$ gives a wrong answer:

| $R$ / bohr | Stored quotient | $E$ / hartree |
|---|---|---|
| $5.33\times10^{-8}$ | $(18-14)/4$ | 1 |
| $5.20\times10^{-8}$ | $(16-14)/4$ | 0.5 |
| $4.98\times10^{-8}$ | $(14-14)/4$ | 0 |

The middle result is right by accident. When $D<u/2$, hence $R<\sqrt{3u}=1.83\times10^{-8}$ bohr, $S$ is stored as 1 and the denominator is zero. A generalized eigensolver that factorizes the overlap matrix by Cholesky then meets the pivot $1-S^2=0$. The solver tested at $1.5\times10^{-8}$ bohr stops with an error.

### Evaluation A: direct formulas

The direct formula for $H_{aa}$ contains terms of size $1/R$ that cancel to leave $-\frac32$. Near the loss point, $1/R$ lies between $2^{16}$ and $2^{17}$, where doubles are spaced by $2^{17}u$. The numbers $\frac12$ and 1 are multiples of this spacing, so adding them to the stored $1/R$ is exact unless the sum crosses a power of two. The following errors remain:

- An exponential rounded to nearest is wrong by at most $u/2$. Multiplication by about $1/R$ makes this $u/(2R)$.
- Rounding the product costs at most about $u/R$.
- The stored $1/R$ is wrong by some $d$ with $|d|\le u/R$. It enters twice, as $-d+e^{-2R}d\simeq-2Rd$, which is at most $2u$ and negligible here.

The numerator error is therefore at most about $3u/(2R)$. Relative to $N\simeq R^2/12$,

$$\left|\frac{\Delta E}{E}\right|\lesssim\frac{12}{R^2}\,\frac{3u}{2R}=\frac{18u}{R^3}.$$

This reaches 1 at $(18u)^{1/3}=1.26\times10^{-5}$ bohr. With $H_{aa}$ evaluated in the order written above and an exponential rounded to nearest, the largest loss separation found by the scan is

$$R_A\simeq1.17\times10^{-5}\ \text{bohr}=6.2\times10^{-16}\ \text{m}.$$

It lies below the estimate, and counting shows why. Here the product is rounded by at most half a spacing, $2^{16}u$, only about three quarters of $u/R$, and the computed $H_{aa}+\frac32$ is an integer multiple $k$ of $s=2^{17}u$. With $y=R^2/s$, the true offset is $2y/3$ steps. The quotient $(k-\frac7{12}y)/(\frac16y)$ reaches 1 for $k\ge\frac34y$ and 0 for $k\le\frac7{12}y$, so either needs an error of at least $y/12$ steps. The largest possible error is $\frac12+1/(2^{18}R)$ steps, about 0.82 near $1.2\times10^{-5}$ bohr, which limits $y$ to about 9.8. For $28/3<y<9.8$ only $k=6$ and $k=7$ are within reach, and neither loses the root: $k=6$ needs $y\ge72/7$, and $k=7$ needs $y\le28/3$. At $y=28/3$, $k=7$ requires an error of 0.78 step, which is possible. This gives $R=\sqrt{28s/3}=1.165\times10^{-5}$ bohr, as the scan finds. The loss comes at a separation about 200 times larger than in B.

The quality of the exponential matters. If its error is $\varepsilon u$, the factor 18 becomes $12(1+\varepsilon)$. The numerical check forms the exponential as $1+(e^x-1)$, with the bracket computed accurately as one function. Its largest sampled error is $0.500u$, against $0.605u$ for the array exponential in the same sample and about $0.73u$ in a dense sample near the loss point; with the latter function, the loss point moves out to about $1.23\times10^{-5}$ bohr. The arrangement of the formula matters too. Written as $H_{aa}=-\frac12-[1-(1+R)e^{-2R}]/R$, it also rounds $1+R$. With an exponential rounded to nearest, the numerator error can then reach about $2u/R$, the estimate becomes $(24u)^{1/3}=1.39\times10^{-5}$ bohr, and a scan finds loss up to about $1.36\times10^{-5}$ bohr; with the array exponential it extends to about $1.39\times10^{-5}$ bohr. The scaling as $u^{1/3}$ is the same in all these cases; the second digit of $R_A$ belongs to the implementation.

The approach to failure is visible in the computed roots, in hartree:

| $R$ / bohr | Reference | A | B |
|---|---|---|---|
| $10^{-2}$ | 0.480189 | 0.480189 | 0.480189 |
| $10^{-4}$ | 0.499800 | 0.500158 | 0.499800 |
| $10^{-5}$ | 0.499980 | 0.8656 | 0.499987 |
| $10^{-6}$ | 0.499998 | $-3.499$ | 0.49967 |
| $10^{-7}$ | 0.500000 | $-3.714$ | 0.5333 |

The wrong values in column A have a definite origin. The computed $H_{aa}$ can move only in steps of the coarse spacing. At $R=10^{-5}$ bohr the step is $2^{17}u=1.455\times10^{-11}$, while $D=1.667\times10^{-11}$, so $E$ moves in steps of 0.873. If $H_{aa}$ is stored as $-\frac32$, the quotient is $-\frac7{12}R^2/(\frac16R^2)=-3.5$. Five steps above this lies $-3.5+5\times0.873=0.866$, the tabulated value. At $10^{-6}$ bohr $H_{aa}$ has fallen to $-\frac32$, and the quotient, $-3.499$, is close to $-3.5$.

## Variation 1: recover the digits

**Question.** Can the root be computed at $R_A$ and $R_B$ in ordinary double precision?

**Solution.** Yes, if the common factor $R^2$ is cancelled before numbers are inserted. The series $E\simeq\frac12-2R+\frac{19}{10}R^2$ contains no small difference of large terms at these separations. It gives 0.499976693978 hartree at the sampled $R_A$ and 0.499999893150 hartree at the sampled $R_B$, in agreement with the 60-digit reference to all printed digits.

The series has its own limit, because the omitted terms are of order $R^3$. At $R=0.1$ bohr it gives $0.5-0.2+0.019=0.319$, while the reference is 0.3176. There the direct quotient is the better choice. Carrying out just the final division in higher precision would not help at short distance, since the stored elements no longer contain the missing digits.

## Variation 2: the bonding root

**Question.** Does $E_+=(H_{aa}+H_{ab})/(1+S)$ suffer in the same way?

**Solution.** No. As $R\to0$, the numerator tends to $-3$ and the denominator to 2, so $E_+\to-\frac32$ hartree. This is the energy of the 1s function of exponent 1 in the field of charge 2: kinetic energy $\frac12$ plus attraction $-2$. Neither sum involves cancellation, and in evaluation B the relative error stays of order $u$.

In evaluation A, the error $3u/(2R)$ of $H_{aa}$ is divided by 2 rather than by $R^2/6$. Relative to $|E_+|=\frac32$, it is at most about

$$\frac{3u}{4R}\cdot\frac23=\frac u{2R}.$$

At $R=1.17\times10^{-5}$ bohr this is about $5\times10^{-12}$. The same stored matrices thus yield a bonding root good to about eleven digits and an antibonding root that may have none.

## Values computed for the example and the checks

```
unit roundoff u = 1.110223e-16 (dimensionless)
R = 1 bohr: Haa = -1.22932943, Hab = -1.16495156 hartree, S = 0.85838536
limit function: kinetic 2.500000, potential -2.000000 hartree
limit energy = 0.500000 hartree = 13.60569 eV
Largest sampled exponential error in units of u: array exp 0.605, 1+expm1 0.500
Root in hartree: R/bohr, reference, A direct, B rounded elements
1e+00  -0.454598981149  -0.454598981149  -0.454598981149
1e-01  0.317604546056  0.317604546055  0.317604546056
1e-02  0.480188511144  0.480188511023  0.480188511139
1e-03  0.498001898501  0.498002259861  0.498001897484
1e-04  0.499800018999  0.500157807109  0.499799926712
1e-05  0.499980000190  0.865606618749  0.499986677325
1e-06  0.499998000002  -3.49933422104  0.499666888741
1e-07  0.499999800000  -3.71428571429  0.533333333333
1e-08  0.499999980000  -2  nan
Absolute relative errors: R/bohr, A, B (nan: zero denominator)
1e+00  8.88e-16  2.22e-16
1e-01  1.19e-12  2.89e-15
1e-02  2.53e-10  9.84e-12
1e-03  7.26e-07  2.04e-09
1e-04  7.16e-04  1.85e-07
1e-05  7.31e-01  1.34e-05
1e-06  8.00e+00  6.62e-04
1e-07  8.43e+00  6.67e-02
1e-08  5.00e+00  nan
Largest sampled error times R^3/u for A, in bohr^3:
  17.61, 17.85 (leading bound 18)
Largest sampled error times R^2/u for B, in bohr^2:
  24.25, 25.15 (leading bound 27)
A estimate (18u)^(1/3) = 1.2596e-05 bohr
A largest sampled loss R = 1.1653e-05 bohr = 6.167e-16 m
B upper limit sqrt(30u) = 5.7712e-08 bohr
B largest sampled loss R = 5.3425e-08 bohr = 2.827e-18 m
S stored as 1 below sqrt(3u) = 1.8250e-08 bohr
Largest sampled R with stored S = 1: 1.8235e-08 bohr
Generalized solver stopped at R = 1.5e-8 bohr: True
B in units of u: R/bohr, Haa+3/2, Hab+3/2, 1-S, root/hartree
4.98e-08  14  14  4  0.000000
5.20e-08  16  14  4  0.500000
5.33e-08  18  14  4  1.000000
Series at A loss: 0.499976693978 hartree; reference 0.499976693978
Series at B loss: 0.499999893150 hartree; reference 0.499999893150
```
